# Debye–Langevin polarizability from classical orientation and from the quantum rigid rotor: a program that tests the result

```python
# Result under test: static polarizability of a polar linear molecule,
#   classical rotation:  alpha(T) = a + mu^2/(3 k T)
#   quantum rigid rotor: alpha(T) = a + mu^2/(3 B Z),
#                        Z = sum_J (2J+1) exp(-B J(J+1)/(k T))
# a = (a_par + 2 a_perp)/3 is the mean electronic polarizability, mu the
# permanent dipole, B the rotational constant, T the temperature.
# Summed over M, the second-order dipole shift vanishes except for J = 0.
# Units: energy eV, length angstrom, dipole e*angstrom, field V/angstrom,
# polarizability volume angstrom^3.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import lpmv

K_B = const.k / const.e
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV*angstrom
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]

mu, B = 0.25, 0.001
a_par, a_perp = 3.0, 2.4
a_mean = (a_par + 2 * a_perp) / 3
temperatures = [10, 30, 100, 300, 1000]
J_MAX = 60
nodes, weights = np.polynomial.legendre.leggauss(90)

# Rotor matrix elements of cos(theta) and cos^2(theta) by quadrature
cos_matrix, cos2_matrix = [], []
for M in range(J_MAX + 1):
    f = np.array([lpmv(M, J, nodes) for J in range(M, J_MAX + 1)])
    f /= np.sqrt((f**2) @ weights)[:, None]
    overlap = (f * weights) @ f.T
    assert np.allclose(overlap, np.eye(len(f)), atol=1e-9)
    cos_matrix.append((f * weights * nodes) @ f.T)
    cos2_matrix.append((f * weights * nodes**2) @ f.T)


def field_levels(field, par, perp):
    """Eigenvalues in each block M >= 0, from the full Hamiltonian."""
    levels = []
    for M in range(J_MAX + 1):
        J = np.arange(M, J_MAX + 1)
        H = np.diag(B * J * (J + 1.0)) - mu * field * cos_matrix[M]
        induced = perp * np.eye(len(J)) + (par - perp) * cos2_matrix[M]
        H -= 0.5 * field**2 * induced / COULOMB
        levels.append(np.linalg.eigvalsh(H))
    return levels


def log_partition(levels, kT):
    return np.log(sum((1 if M == 0 else 2) * np.exp(-E / kT).sum()
                      for M, E in enumerate(levels)))


def thermal_response(field, kT, par, perp):
    """Polarizability from the field dependence of the free energy."""
    change = (log_partition(field_levels(field, par, perp), kT)
              - log_partition(field_levels(0.0, par, perp), kT))
    return COULOMB * 2 * kT * change / field**2


def rotor_sum(kT):
    J = np.arange(400)
    return np.sum((2 * J + 1) * np.exp(-B * J * (J + 1) / kT))


def classical_average(field, kT):
    """Mean cosine and mean dipole over classical orientations."""
    induced = (a_perp + (a_par - a_perp) * nodes**2) / COULOMB
    U = -mu * field * nodes - 0.5 * field**2 * induced
    p = weights * np.exp(-U / kT)
    p /= p.sum()
    return p @ nodes, p @ (mu * nodes + induced * field)


# Momentum integral leaves the orientation weight sin(theta)
def momentum_integral(theta):
    return quad(lambda p: np.exp(-p**2 / (2 * np.sin(theta)**2)), -12, 12)[0]


ratio = momentum_integral(0.5) / momentum_integral(1.2)
assert abs(ratio - np.sin(0.5) / np.sin(1.2)) < 1e-7

# Harmonic-polynomial identity behind the selection rule, degree 3
x, y, z = sp.symbols("x y z", real=True)


def laplacian(g):
    return sp.expand(sum(sp.diff(g, q, 2) for q in (x, y, z)))


h = x * (4 * z**2 - x**2 - y**2)
raised = z * h - (x**2 + y**2 + z**2) * sp.diff(h, z) / 7
assert laplacian(h) == 0 and laplacian(raised) == 0
assert laplacian(sp.diff(h, z)) == 0

# Selection rule for all blocks, then strengths summed over M
for C in cos_matrix:
    i, j = np.indices(C.shape)
    assert np.all(np.abs(C[np.abs(i - j) != 1]) < 1e-9)
strengths = []
for J in range(12):
    g = [1 if M == 0 else 2 for M in range(J + 1)]
    S = sum(g[M] * cos_matrix[M][J - M + 1, J - M]**2 for M in range(J + 1))
    D = sum(g[M] * cos2_matrix[M][J - M, J - M] for M in range(J + 1))
    assert abs(S - (J + 1) / 3) < 1e-9
    assert abs(D - (2 * J + 1) / 3) < 1e-9
    strengths.append(S)

# Second-order dipole shifts, in units of mu^2 F^2 / B, by diagonalization
weak = 0.01 * B / mu
shifted = field_levels(weak, 0.0, 0.0)


def shift(J, M):
    return (shifted[M][J - M] - B * J * (J + 1)) * B / (mu * weak)**2


M_sums = [shift(J, 0) + 2 * sum(shift(J, M) for M in range(1, J + 1))
          for J in range(6)]
assert abs(M_sums[0] + 1 / 6) < 1e-5
assert max(abs(s) for s in M_sums[1:]) < 1e-5
assert abs(shift(1, 0)) > 0.01 and abs(shift(1, 1)) > 0.01

# Thermal polarizabilities: formulas against quadrature and diagonalization
rows = []
for T in temperatures:
    kT = K_B * T
    field = 0.01 * kT / mu
    classical = a_mean + COULOMB * mu**2 / (3 * kT)
    quantum = a_mean + COULOMB * mu**2 / (3 * B * rotor_sum(kT))
    from_angles = COULOMB * classical_average(field, kT)[1] / field
    from_levels = thermal_response(field, kT, a_par, a_perp)
    assert abs(from_angles / classical - 1) < 1e-4
    assert abs(from_levels / quantum - 1) < 1e-4
    rows.append((T, kT, classical, quantum, from_levels))

# High-temperature series of Z and of the dipole part
for T in (300, 1000):
    b = B / (K_B * T)
    Z_T = rotor_sum(K_B * T)
    assert abs(Z_T - (1 / b + 1 / 3 + b / 15)) < 0.02 * b**2
    assert abs(1 / (b * Z_T) - (1 - b / 3)) < 0.1 * b**2
# Low-temperature saturation
assert abs(rotor_sum(0.05 * B) - 1) < 1e-10

# Field strong for the ground state but weak compared with k T
kT_hot = K_B * 1000
strong = 5 * B / mu
ground = field_levels(strong, 0.0, 0.0)[0][0]
ground_ratio = -ground / ((mu * strong)**2 / (6 * B))
hot_formula = COULOMB * mu**2 / (3 * B * rotor_sum(kT_hot))
hot_ratio = thermal_response(strong, kT_hot, 0.0, 0.0) / hot_formula
assert ground_ratio < 0.8 and abs(hot_ratio - 1) < 1e-3

# Worked example at 300 K
kT = K_B * 300
Z = rotor_sum(kT)
dipole_classical = COULOMB * mu**2 / (3 * kT)
alpha_ground = COULOMB * mu**2 / (3 * B)
dipole_quantum = alpha_ground / Z
dipole_au = (mu / BOHR)**2 / (3 * kT / HARTREE)
assert abs(dipole_au * BOHR**3 / dipole_classical - 1) < 1e-6
example_field = 0.001
mean_cos = classical_average(example_field, kT)[0]
x_example = mu * example_field / kT
assert abs(mean_cos / (x_example / 3) - 1) < 1e-3
p_one = weights * np.exp(nodes)
cos_one = (p_one @ nodes) / p_one.sum()

print(f"dipole mu = {mu} e*angstrom, B = {B} eV")
print(f"a_par = {a_par}, a_perp = {a_perp}, mean a = {a_mean:.3f} angstrom^3")
print(f"e^2/(4 pi eps0) = {COULOMB:.5f} eV*angstrom")
print("Strengths summed over M, J -> J+1 (dimensionless):")
for J in range(4):
    print(f"  J = {J}: {strengths[J]:.6f}")
print("Second-order dipole shifts in units of mu^2 F^2/B:")
print(f"  J=0: {shift(0, 0):.5f}")
print(f"  J=1, M=0: {shift(1, 0):.5f}; J=1, M=+1 or -1: {shift(1, 1):.5f}")
for J in range(1, 4):
    print(f"  sum over M for J={J}: {abs(M_sums[J]):.1e} (magnitude)")
print("Total alpha in angstrom^3 (classical, quantum, diagonalization):")
for T, kT_row, c, q, d in rows:
    print(f"  T={T} K, kT={kT_row:.6f} eV: {c:.3f}, {q:.3f}, {d:.3f}")
print("At 300 K:")
print(f"  kT = {kT:.6f} eV, kT/B = {kT / B:.4f}, Z = {Z:.4f}")
print(f"  kT/B + 1/3 = {kT / B + 1 / 3:.4f}")
print(f"  population of J=0 = {1 / Z:.5f}")
print(f"  dipole polarizability of J=0 = {alpha_ground:.2f} angstrom^3")
print(f"  dipole part, quantum = {dipole_quantum:.3f} angstrom^3")
print(f"  dipole part, classical = {dipole_classical:.3f} angstrom^3")
print(f"  quantum/classical dipole part = "
      f"{dipole_quantum / dipole_classical:.5f}")
print(f"  1 - B/(3kT) = {1 - B / (3 * kT):.5f}")
print(f"  total classical = {a_mean + dipole_classical:.3f} angstrom^3 = "
      f"{(a_mean + dipole_classical) / BOHR**3:.2f} atomic units")
print(f"  total quantum = {a_mean + dipole_quantum:.3f} angstrom^3 = "
      f"{(a_mean + dipole_quantum) / BOHR**3:.2f} atomic units")
print(f"  field {example_field} V/angstrom: mu F/kT = {x_example:.5f}, "
      f"mean cos(theta) = {mean_cos:.5f}")
print(f"Permanent dipole only, mu F/kT = 1: mean cos(theta) = {cos_one:.4f}, "
      f"linear law {1 / 3:.4f}")
print(f"Strong field {strong:.3f} V/angstrom, mu F/B = {mu * strong / B:.1f}, "
      f"T = 1000 K, mu F/kT = {mu * strong / kT_hot:.4f}:")
print(f"  ground-state shift / second-order value = {ground_ratio:.4f}")
print(f"  thermal response / weak-field formula = {hot_ratio:.5f}")
print("verified")
```

Running it gives:

```
dipole mu = 0.25 e*angstrom, B = 0.001 eV
a_par = 3.0, a_perp = 2.4, mean a = 2.600 angstrom^3
e^2/(4 pi eps0) = 14.39965 eV*angstrom
Strengths summed over M, J -> J+1 (dimensionless):
  J = 0: 0.333333
  J = 1: 0.666667
  J = 2: 1.000000
  J = 3: 1.333333
Second-order dipole shifts in units of mu^2 F^2/B:
  J=0: -0.16667
  J=1, M=0: 0.10000; J=1, M=+1 or -1: -0.05000
  sum over M for J=1: 9.7e-07 (magnitude)
  sum over M for J=2: 3.5e-08 (magnitude)
  sum over M for J=3: 5.3e-09 (magnitude)
Total alpha in angstrom^3 (classical, quantum, diagonalization):
  T=10 K, kT=0.000862 eV: 350.727, 233.489, 233.489
  T=30 K, kT=0.002585 eV: 118.642, 104.415, 104.415
  T=100 K, kT=0.008617 eV: 37.413, 36.087, 36.087
  T=300 K, kT=0.025852 eV: 14.204, 14.055, 14.055
  T=1000 K, kT=0.086173 eV: 6.081, 6.068, 6.068
At 300 K:
  kT = 0.025852 eV, kT/B = 25.8520, Z = 26.1879
  kT/B + 1/3 = 26.1853
  population of J=0 = 0.03819
  dipole polarizability of J=0 = 299.99 angstrom^3
  dipole part, quantum = 11.455 angstrom^3
  dipole part, classical = 11.604 angstrom^3
  quantum/classical dipole part = 0.98717
  1 - B/(3kT) = 0.98711
  total classical = 14.204 angstrom^3 = 95.85 atomic units
  total quantum = 14.055 angstrom^3 = 94.85 atomic units
  field 0.001 V/angstrom: mu F/kT = 0.00967, mean cos(theta) = 0.00322
Permanent dipole only, mu F/kT = 1: mean cos(theta) = 0.3130, linear law 0.3333
Strong field 0.020 V/angstrom, mu F/B = 5.0, T = 1000 K, mu F/kT = 0.0580:
  ground-state shift / second-order value = 0.5677
  thermal response / weak-field formula = 0.99989
verified
```
